# The first-order conical intersection: orthogonal vectors, tilt and descent paths: a program that tests the result

```python
"""
First-order conical intersection of two real electronic states.

Result under test (Hartree atomic units):
    E+- = E0 + s.x +- sqrt((g.x)^2 + (h.x)^2)
s : gradient of the mean diagonal element
g : half the gradient of the difference of the diagonal elements
h : gradient of the off-diagonal element
The state rotation beta = atan2(2 g.h, g.g - h.h)/4 makes g and h orthogonal,
with |g| >= |h|. With sx, sy the components of s along these axes:
    P = (sx/|g|)^2 + (sy/|h|)^2                     peaked if P < 1
    B = [(|g sx|)^(2/3) + (|h sy|)^(2/3)] / (g^2-h^2)^(2/3)
                                                    two descent paths if B < 1
delta, Delta, sigma, theta_s are the equivalent size, asymmetry, tilt, tilt angle.
The tests diagonalize Hamiltonians and count minima on circles.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants, angstrom

G_MODEL = np.array([0.06, 0.02, 0.01])
H_MODEL = np.array([0.01, 0.03, -0.01])
C13 = np.array([0.03, -0.02, 0.01])
C23 = np.array([0.02, 0.01, -0.03])
FORCE_CONSTANTS = (0.10, 0.20, 0.10)
THIRD_STATE = 0.2
CASES = {
    "A": np.array([0.02, 0.01, 0.00]),
    "B": np.array([0.05, 0.03, 0.00]),
    "C": np.array([-0.01, 0.04, -0.02]),
    "D": np.array([0.06, 0.08, 0.00]),
}


def hamiltonian(x, s):
    """Three-state model matrix for displacements x of shape (..., 3)."""
    x = np.asarray(x, dtype=float)
    r2 = np.sum(x * x, axis=-1)
    m = np.zeros(x.shape[:-1] + (3, 3))
    m[..., 0, 0] = x @ (s + G_MODEL) + 0.5 * FORCE_CONSTANTS[0] * r2
    m[..., 1, 1] = x @ (s - G_MODEL) + 0.5 * FORCE_CONSTANTS[1] * r2
    m[..., 2, 2] = THIRD_STATE + 0.5 * FORCE_CONSTANTS[2] * r2
    m[..., 0, 1] = m[..., 1, 0] = x @ H_MODEL
    m[..., 0, 2] = m[..., 2, 0] = x @ C13
    m[..., 1, 2] = m[..., 2, 1] = x @ C23
    return m


def rotation(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s], [s, c]])


def gradient_vectors(states, s_model):
    """s, g, h from matrix elements of the numerical derivative of H."""
    step = 1e-3
    elements = []
    for unit in np.eye(3):
        d = (hamiltonian(step * unit, s_model)
             - hamiltonian(-step * unit, s_model)) / (2 * step)
        elements.append(states.T @ d @ states)
    m = np.array(elements)
    return ((m[:, 0, 0] + m[:, 1, 1]) / 2,
            (m[:, 0, 0] - m[:, 1, 1]) / 2, m[:, 0, 1])


def rotation_angle(g, h):
    return 0.25 * np.arctan2(2 * g @ h, g @ g - h @ h)


def orthogonalize(g, h):
    b2 = 2 * rotation_angle(g, h)
    return (g * np.cos(b2) + h * np.sin(b2),
            -g * np.sin(b2) + h * np.cos(b2))


def criteria(g, h, s):
    """Cone parameters from orthogonal g, h and any s."""
    a, b = np.linalg.norm(g), np.linalg.norm(h)
    sx, sy = s @ g / a, s @ h / b
    delta = np.sqrt((a * a + b * b) / 2)
    asym = (a * a - b * b) / (a * a + b * b)
    sigma, ts = np.hypot(sx, sy) / delta, np.arctan2(sy, sx)
    p = sigma**2 * (1 - asym * np.cos(2 * ts)) / (1 - asym**2)
    bif = np.cbrt(sigma**2 / (4 * asym**2)) * (
        np.cbrt((1 + asym) * np.cos(ts)**2)
        + np.cbrt((1 - asym) * np.sin(ts)**2))
    return dict(a=a, b=b, sx=sx, sy=sy, delta=delta, asym=asym,
                sigma=sigma, ts=ts, P=p, B=bif)


def circle(u, v, n):
    t = 2 * np.pi * np.arange(n) / n
    return t, np.outer(np.cos(t), u) + np.outer(np.sin(t), v)


def linear_slopes(g, h, s, directions):
    """Slopes of both surfaces by diagonalizing the linear 2x2 matrix."""
    m = np.empty((len(directions), 2, 2))
    m[:, 0, 0] = directions @ (s + g)
    m[:, 1, 1] = directions @ (s - g)
    m[:, 0, 1] = m[:, 1, 0] = directions @ h
    w = np.linalg.eigvalsh(m)
    return w[:, 0], w[:, 1]


def minima(values):
    return np.flatnonzero((values < np.roll(values, 1))
                          & (values <= np.roll(values, -1)))


def critical_scale(condition, high=10.0):
    """Largest scale for which a condition, true at zero, still holds."""
    low = 0.0
    assert condition(low) and not condition(high)
    for _ in range(25):
        mid = (low + high) / 2
        if condition(mid):
            low = mid
        else:
            high = mid
    return (low + high) / 2


def descent_angle(c, start):
    """Direction reached by steepest descent on the lower linear cone."""
    def flow(_, x):
        m = np.array([[c["a"] * x[0], c["b"] * x[1]],
                      [c["b"] * x[1], -c["a"] * x[0]]])
        vec = np.linalg.eigh(m)[1][:, 0]
        grad = np.array([c["sx"] + c["a"] * (vec[0]**2 - vec[1]**2),
                         c["sy"] + 2 * c["b"] * vec[0] * vec[1]])
        return -np.linalg.norm(x) * grad
    sol = solve_ivp(flow, (0, 1000), [np.cos(start), np.sin(start)],
                    rtol=1e-6, atol=1e-9)
    assert sol.success
    return np.arctan2(sol.y[1, -1], sol.y[0, -1])


# State rotation, tested by recomputing matrix elements with rotated states.
pair = np.eye(3)[:, :2]
s_raw, g_raw, h_raw = gradient_vectors(pair, CASES["A"])
beta = rotation_angle(g_raw, h_raw)
singular = np.linalg.svd(np.array([g_raw, h_raw]), compute_uv=False)
for arbitrary in (0.0, 0.4, 1.1, 2.5):
    start_pair = pair @ rotation(arbitrary)
    _, g1, h1 = gradient_vectors(start_pair, CASES["A"])
    new_pair = start_pair @ rotation(rotation_angle(g1, h1))
    s2, g2, h2 = gradient_vectors(new_pair, CASES["A"])
    assert abs(g2 @ h2) < 1e-12
    assert np.allclose([np.linalg.norm(g2), np.linalg.norm(h2)],
                       singular, atol=1e-10)
    assert np.allclose(s2, s_raw, atol=1e-10)
_, g, h = gradient_vectors(pair @ rotation(beta), CASES["A"])
u, v = g / np.linalg.norm(g), h / np.linalg.norm(h)
seam = np.cross(u, v)
base = criteria(g, h, CASES["A"])

hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_ang = physical_constants["Bohr radius"][0] / angstrom


def vec_text(x):
    return "(" + ", ".join(f"{c:.4f}" for c in x) + ")"


print("Vectors in hartree/bohr; angles in degrees from the g axis")
print("model g, h:", vec_text(G_MODEL), vec_text(H_MODEL))
print("couplings to state 3:", vec_text(C13), vec_text(C23))
print("force constants (hartree/bohr^2):", FORCE_CONSTANTS)
print(f"third state energy: {THIRD_STATE} hartree")
print(f"before rotation: g.g={g_raw @ g_raw:.6f} h.h={h_raw @ h_raw:.6f} "
      f"g.h={g_raw @ h_raw:.6f} (hartree/bohr)^2")
print(f"rotation beta = {np.degrees(beta):.3f} degrees")
print("rotated g:", vec_text(g), f"length {base['a']:.5f}")
print("rotated h:", vec_text(h), f"length {base['b']:.5f}")
print("seam unit vector (no unit):", vec_text(seam))
print(f"delta = {base['delta']:.5f} hartree/bohr "
      f"= {base['delta'] * hartree_ev / bohr_ang:.3f} eV/angstrom")
print(f"Delta = {base['asym']:.4f} (no unit)")

expected = {"A": (True, 2), "B": (True, 1), "C": (False, 2), "D": (False, 1)}
for name, s in CASES.items():
    c = criteria(g, h, s)
    compact_p = (c["sx"] / c["a"])**2 + (c["sy"] / c["b"])**2
    compact_b = (np.cbrt((c["a"] * c["sx"])**2)
                 + np.cbrt((c["b"] * c["sy"])**2)) \
        / np.cbrt((c["a"]**2 - c["b"]**2)**2)
    assert np.isclose(c["P"], compact_p) and np.isclose(c["B"], compact_b)

    # Cone energies against the full three-state matrix: error of order r^2.
    theta, dirs = circle(u, v, 3600)
    root = np.sqrt((dirs @ g_raw)**2 + (dirs @ h_raw)**2)
    cone = np.stack([dirs @ s - root, dirs @ s + root], axis=1)
    errors = []
    for r in (1e-2, 1e-3):
        full = np.linalg.eigvalsh(hamiltonian(r * dirs, s))[:, :2]
        errors.append(np.max(np.abs(full - r * cone)))
    assert 90 < errors[0] / errors[1] < 110

    # Classes read from the full matrix on the circle of radius 0.001 bohr.
    peaked_full = bool(full[:, 1].min() > 0)
    count_full = len(minima(full[:, 0]))
    assert (peaked_full, count_full) == expected[name]
    assert peaked_full == (c["P"] < 1)
    assert (count_full == 2) == (c["B"] < 1)

    # Slope and remaining gap along the seam direction.
    d = 1e-3
    plus = np.linalg.eigvalsh(hamiltonian(d * seam, s))[:2]
    minus = np.linalg.eigvalsh(hamiltonian(-d * seam, s))[:2]
    assert abs((plus.mean() - minus.mean()) / (2 * d) - s @ seam) < 1e-5
    assert plus[1] - plus[0] < d * d

    # Curvature identity behind the claim that angular minima are downhill.
    low, up = linear_slopes(g, h, s, dirs)
    q = (up - low) / 2
    dt = theta[1]
    q2 = (np.roll(q, 1) - 2 * q + np.roll(q, -1)) / dt**2
    identity = (c["a"] * c["b"])**2 / q**3
    assert np.max(np.abs(q + q2 - identity)) < 1e-4 * identity.max()
    found = minima(low)
    assert len(found) == count_full and np.all(low[found] < 0)

    # Class boundaries when only the length of s is changed.
    scale_p = critical_scale(
        lambda k: linear_slopes(g, h, k * s, dirs)[1].min() > 0)
    scale_b = critical_scale(
        lambda k: len(minima(linear_slopes(g, h, k * s, dirs)[0])) == 2)
    assert abs(scale_p * np.sqrt(c["P"]) - 1) < 1e-3
    assert abs(scale_b * c["B"]**1.5 - 1) < 1e-3

    # Steepest descent must end on the angular minima, and reach all of them.
    if name in ("A", "B"):
        reached = set()
        for start in 0.1 + 2 * np.pi * np.arange(12) / 12:
            end = descent_angle(c, start)
            gaps = np.abs(np.angle(np.exp(1j * (theta[found] - end))))
            assert gaps.min() < 2e-3
            reached.add(int(np.argmin(gaps)))
        assert len(reached) == len(found)

    label = ("peaked" if peaked_full else "sloped") + ", " + \
        ("bifurcating" if count_full == 2 else "single-path")
    print(f"Case {name}: s =", vec_text(s), "->", label)
    print(f"  sx={c['sx']:.5f} sy={c['sy']:.5f} "
          f"seam slope={s @ seam:.5f} hartree/bohr")
    print(f"  sigma={c['sigma']:.4f} theta_s={np.degrees(c['ts']):.2f} deg "
          f"P={c['P']:.4f} B={c['B']:.4f}")
    print(f"  lowest upper slope = {up.min():.5f} hartree/bohr")
    print("  lower minima (deg: hartree/bohr): " + "; ".join(
        f"{np.degrees(theta[i]):.1f}: {low[i]:.5f}" for i in found))
    print(f"  scale of s at P=1: {scale_p:.4f}; at B=1: {scale_b:.4f}")
    print(f"  largest cone error at 0.01 bohr: {errors[0]:.2e} hartree; "
          f"at 0.001 bohr: {errors[1]:.2e}")

# Random linear cones: both criteria against direct counting.
rng = np.random.default_rng(7)
_, plane = circle(np.array([1.0, 0.0]), np.array([0.0, 1.0]), 1800)
tally = {(p, n): 0 for p in (True, False) for n in (1, 2)}
while sum(tally.values()) < 400:
    gr, hr = rng.normal(size=(2, 2))
    sr = rng.normal(size=2) * rng.uniform(0, 1.5)
    c = criteria(*orthogonalize(gr, hr), sr)
    # Borderline and nearly degenerate shapes need a finer circle.
    if not 0.02 < c["asym"] < 0.95 or min(abs(c["P"] - 1),
                                          abs(c["B"] - 1)) < 0.03:
        continue
    low, up = linear_slopes(gr, hr, sr, plane)
    found = minima(low)
    peaked, count = bool(up.min() > 0), len(found)
    assert peaked == (c["P"] < 1)
    assert count == (2 if c["B"] < 1 else 1)
    assert np.all(low[found] < 0)
    if not peaked and count == 2:
        assert c["asym"] > 1 / 3
    tally[(peaked, count)] += 1
assert min(tally.values()) >= 5
print(f"Random cones: peaked bifurcating {tally[(True, 2)]}, "
      f"peaked single {tally[(True, 1)]},")
print(f"  sloped bifurcating {tally[(False, 2)]}, "
      f"sloped single {tally[(False, 1)]}")

# Sloped bifurcating cones appear only when g^2 exceeds 2 h^2.
for ratio, tilt, wanted in ((2.2, 1.1, 2), (1.8, 1.1, 1)):
    low, up = linear_slopes(np.array([np.sqrt(ratio), 0.0]),
                            np.array([0.0, 1.0]),
                            np.array([0.0, tilt]), plane)
    assert up.min() < 0 and len(minima(low)) == wanted
    print(f"g^2/h^2={ratio}, s={tilt} h: sloped, "
          f"lower minima {len(minima(low))}")

# Change of metric: the same surfaces in mass-weighted coordinates.
s_span = 0.8 * G_MODEL + 0.1 * H_MODEL
metric_results = []
print("Metric test with s = 0.8 g + 0.1 h (model g, h):")
for masses in ((1.0, 1.0, 1.0), (1.0, 4.0, 1.0)):
    w = 1 / np.sqrt(np.array(masses))
    gw, hw = orthogonalize(G_MODEL * w, H_MODEL * w)
    c = criteria(gw, hw, s_span * w)
    _, dirs = circle(gw / c["a"], hw / c["b"], 3600)
    low, up = linear_slopes(G_MODEL * w, H_MODEL * w, s_span * w, dirs)
    count = len(minima(low))
    assert up.min() > 0 and count == (2 if c["B"] < 1 else 1)
    assert np.isclose(c["P"], 0.8**2 + 0.1**2)
    metric_results.append(count)
    print(f"  relative masses {masses}: P={c['P']:.4f} B={c['B']:.4f} "
          f"lower minima {count}")
assert metric_results[0] != metric_results[1]

print("OK")
```

Printed output:

```
Vectors in hartree/bohr; angles in degrees from the g axis
model g, h: (0.0600, 0.0200, 0.0100) (0.0100, 0.0300, -0.0100)
couplings to state 3: (0.0300, -0.0200, 0.0100) (0.0200, 0.0100, -0.0300)
force constants (hartree/bohr^2): (0.1, 0.2, 0.1)
third state energy: 0.2 hartree
before rotation: g.g=0.004100 h.h=0.001100 g.h=0.001100 (hartree/bohr)^2
rotation beta = 9.063 degrees
rotated g: (0.0601, 0.0283, 0.0064) length 0.06678
rotated h: (-0.0092, 0.0223, -0.0126) length 0.02720
seam unit vector (no unit): (-0.2752, 0.3853, 0.8808)
delta = 0.05099 hartree/bohr = 2.622 eV/angstrom
Delta = 0.7154 (no unit)
Case A: s = (0.0200, 0.0100, 0.0000) -> peaked, bifurcating
  sx=0.02225 sy=0.00146 seam slope=-0.00165 hartree/bohr
  sigma=0.4373 theta_s=3.74 deg P=0.1139 B=0.5908
  lowest upper slope = 0.02389 hartree/bohr
  lower minima (deg: hartree/bohr): 181.1: -0.08905; 357.5: -0.04456
  scale of s at P=1: 2.9632; at B=1: 2.2021
  largest cone error at 0.01 bohr: 9.99e-06 hartree; at 0.001 bohr: 9.99e-08
Case B: s = (0.0500, 0.0300, 0.0000) -> peaked, single-path
  sx=0.05775 sy=0.00774 seam slope=-0.00220 hartree/bohr
  sigma=1.1427 theta_s=7.63 deg P=0.8287 B=1.1717
  lowest upper slope = 0.00465 hartree/bohr
  lower minima (deg: hartree/bohr): 183.9: -0.12480
  scale of s at P=1: 1.0985; at B=1: 0.7884
  largest cone error at 0.01 bohr: 9.99e-06 hartree; at 0.001 bohr: 9.99e-08
Case C: s = (-0.0100, 0.0400, -0.0200) -> sloped, bifurcating
  sx=0.00606 sy=0.04542 seam slope=0.00055 hartree/bohr
  sigma=0.8987 theta_s=82.41 deg P=2.7965 B=0.7074
  lowest upper slope = -0.01832 hartree/bohr
  lower minima (deg: hartree/bohr): 217.5: -0.08797; 315.1: -0.07882
  scale of s at P=1: 0.5980; at B=1: 1.6809
  largest cone error at 0.01 bohr: 9.99e-06 hartree; at 0.001 bohr: 9.99e-08
Case D: s = (0.0600, 0.0800, 0.0000) -> sloped, single-path
  sx=0.08797 sy=0.04534 seam slope=0.01431 hartree/bohr
  sigma=1.9410 theta_s=27.27 deg P=4.5136 B=1.8351
  lowest upper slope = -0.04356 hartree/bohr
  lower minima (deg: hartree/bohr): 197.6: -0.16175
  scale of s at P=1: 0.4707; at B=1: 0.4022
  largest cone error at 0.01 bohr: 9.99e-06 hartree; at 0.001 bohr: 9.99e-08
Random cones: peaked bifurcating 207, peaked single 26,
  sloped bifurcating 62, sloped single 105
g^2/h^2=2.2, s=1.1 h: sloped, lower minima 2
g^2/h^2=1.8, s=1.1 h: sloped, lower minima 1
Metric test with s = 0.8 g + 0.1 h (model g, h):
  relative masses (1.0, 1.0, 1.0): P=0.6500 B=1.0634 lower minima 1
  relative masses (1.0, 4.0, 1.0): P=0.6500 B=0.9384 lower minima 2
OK
```
